# Does average density fix the permittivity of a solid-and-air stack?

**Question**

I have an insulating solid with relative permittivity $k=4$. I fill half of a capacitor's volume with it, in flat layers separated by equally thick layers of air. The average density is then half that of the solid. I assumed that this density determines the permittivity of the filling, so I meant to put half the density into the Clausius–Mossotti relation and read off one value. A colleague says that the answer depends on whether the layers lie flat or stand upright between the plates. How can it, when the atoms and their average density are the same? And what are the values?

**Answer**

Your colleague is right. Density tells you how many atoms there are to polarize, but not how strong a field each of them feels. That field depends on how the atoms are arranged and on the field direction.

I use atomic units, in which $D=E+4\pi P$, and take air to have $k=1$. The response is linear and slow enough for electrostatics, there is no free charge inside the filling, and the layers are many atoms thick. The mean field has magnitude $E_0$, and $k$ is the component of $\langle\mathbf D\rangle$ along it, divided by $E_0$.

**What has to be averaged**

Inside each material $4\pi P=(k(\mathbf r)-1)E$. Averaging $D=E+4\pi P$ along the mean field and dividing by $E_0$ gives

$$k-1=\frac{\langle (k(\mathbf r)-1)\,E(\mathbf r)\rangle}{E_0}.$$

Air contributes nothing to the right side. With solid fraction $f$ and field $E_s$ in the solid,

$$k-1=f\,(k_s-1)\,\frac{E_s}{E_0}.$$

The density enters through $f$. The ratio $E_s/E_0$ is a separate piece of information.

**Field along the layers.** Electrostatic fields have no curl, so the component of $E$ parallel to an interface is continuous. The field is therefore the same in solid and air, $E_s=E_0$, and

$$k_\parallel=1+f(k_s-1)=fk_s+(1-f)=2+0.5=2.5.$$

**Field across the layers.** Without free charge $D$ has no divergence, so its normal component is the same in every layer. Hence $E_s=D/k_s$ and $E_a=D$, and the mean field is

$$E_0=fE_s+(1-f)E_a=D\left[\frac{f}{k_s}+(1-f)\right].$$

Since $k_\perp=D/E_0$,

$$\frac1{k_\perp}=\frac{f}{k_s}+(1-f)=0.125+0.5=0.625,\qquad k_\perp=1.6.$$

The fields are $E_a=1.6E_0$ and $E_s=1.6E_0/4=0.4E_0$. Equating $D$ on the two sides of an interface gives $E_a=E_s+4\pi P_s$. The difference is the field of the bound charge on the faces of the solid, which opposes the applied field inside it. When the field runs along the layers, these faces carry no bound charge.

**Tilted field.** Let the mean field make an angle $\theta$ with the layer normal. Its normal part $E_0\cos\theta$ produces $D_\perp=k_\perp E_0\cos\theta$, and its in-plane part produces $D_\parallel=k_\parallel E_0\sin\theta$. Projecting both back onto the field direction gives

$$k(\theta)=k_\perp\cos^2\theta+k_\parallel\sin^2\theta,$$

which is 2.05 at 45°. There $D$ also has a sideways component of magnitude $(k_\parallel-k_\perp)\sin\theta\cos\theta\,E_0=0.45E_0$, pointing towards the layer planes.

**What your Clausius–Mossotti estimate describes**

Let each atom have polarizability $\alpha$, and let there be $n$ atoms per volume on a cubic lattice. To find the field on one atom, draw a large sphere around it.

- The other dipoles inside the sphere give a field proportional to $\sum(3z^2-r^2)/r^5$. Cubic symmetry makes the sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ equal, so this vanishes.
- The material outside can be treated as continuous. Its contribution, with the applied field, is the macroscopic field $E$ minus the field of a uniformly polarized sphere. Such a sphere has surface charge $P\cos\vartheta$, where $\vartheta$ is the polar angle from $P$. At its centre this gives

$$-\int_0^\pi \frac{P\cos\vartheta}{R^2}\,\cos\vartheta\;2\pi R^2\sin\vartheta\,d\vartheta=-\frac{4\pi P}{3}.$$

The field on the atom is therefore $E_{\rm loc}=E+4\pi P/3$. Because $4\pi P=(k-1)E$, this is also

$$E_{\rm loc}=\frac{k+2}{3}\,E.$$

Now insert $P=n\alpha E_{\rm loc}$ into $(k-1)E=4\pi P$:

$$k-1=4\pi n\alpha\,\frac{k+2}{3}\quad\Longrightarrow\quad\frac{k-1}{k+2}=\frac{4\pi n\alpha}{3}.$$

For $k=4$ the left side is $1/2$. Halving $n$ at fixed $\alpha$ makes it $1/4$, so $4(k-1)=k+2$ and $k=2.0$. This is the answer for a different structure, in which the whole cubic lattice is stretched evenly until its density is halved.

**One formula for all three cases**

Let $\bar n$ be the average number density over the whole volume. Then $\langle P\rangle=\bar n\alpha\langle E_{\rm loc}\rangle$, with the last average taken over atoms, and

$$k-1=4\pi\bar n\alpha\;\frac{\langle E_{\rm loc}\rangle}{E_0}.$$

In the original solid $4\pi n\alpha=3/2$, so at half density the first factor is 0.75 in every case. Within the solid layers $E_{\rm loc}=\frac{4+2}{3}E_s=2E_s$, apart from small changes near their surfaces. In the stretched lattice $E_{\rm loc}=\frac{2+2}{3}E_0$.

| Arrangement | $4\pi\bar n\alpha$ | $\langle E_{\rm loc}\rangle/E_0$ | $k$ |
|---|---|---|---|
| Layers, field across | 0.75 | 0.80 | 1.6 |
| Evenly stretched lattice | 0.75 | 1.33 | 2.0 |
| Layers, field along | 0.75 | 2.00 | 2.5 |

This can be tested without the layer formulas by summing the fields of point dipoles, plane by plane. With $\alpha$ set to give $k=4$ in the bulk, 200 filled planes alternating with 200 empty ones give 1.5998 across and 2.5006 along. The stretched lattice gives 2.0000.

**What density does tell you**

For a continuum mixture of these two materials, density sets limits on $k$. Write the true field as $\mathbf E=\mathbf E_0-\nabla\phi$, with $\phi$ periodic. Because $\nabla\cdot\mathbf D=0$, the average of $\mathbf D\cdot\nabla\phi=\nabla\cdot(\phi\mathbf D)$ over a period is zero. Therefore

$$\langle k(\mathbf r)E^2\rangle=\langle\mathbf D\cdot\mathbf E\rangle=\langle\mathbf D\rangle\cdot\mathbf E_0=kE_0^2.$$

For the upper limit, substitute $\mathbf E_0=\mathbf E+\nabla\phi$:

$$\langle k(\mathbf r)\rangle E_0^2=\langle k(\mathbf r)E^2\rangle+2\langle\mathbf D\cdot\nabla\phi\rangle+\langle k(\mathbf r)|\nabla\phi|^2\rangle\ \ge\ kE_0^2.$$

The middle term is zero and the last cannot be negative. For the lower limit, take any constant vector $\mathbf C$ and expand a quantity that cannot be negative:

$$0\le\left\langle k(\mathbf r)\left|\mathbf E-\frac{\mathbf C}{k(\mathbf r)}\right|^2\right\rangle=kE_0^2-2\mathbf C\cdot\mathbf E_0+C^2\langle 1/k(\mathbf r)\rangle.$$

Choosing $\mathbf C=\mathbf E_0/\langle1/k(\mathbf r)\rangle$ gives $k\ge1/\langle1/k(\mathbf r)\rangle$. For your mixture, then, $1.6\le k\le2.5$, and the two layer orientations reach the two limits. Eight random two-dimensional arrangements, also half solid, gave values between 1.84 and 2.16 on a coarse numerical grid. Refining the grid raises both ends by about 0.03, to roughly 1.87 and 2.18.

Density alone is a good guide when the solid polarizes weakly. With $k_s=1+\delta$, the layer results are $k_\parallel=1+f\delta$ and $k_\perp=(1+\delta)/[1+(1-f)\delta]$. Their difference is

$$k_\parallel-k_\perp=\frac{(1+f\delta)[1+(1-f)\delta]-(1+\delta)}{1+(1-f)\delta}=\frac{f(1-f)\delta^2}{1+(1-f)\delta}.$$

The limits differ only at second order in $\delta$, so to first order the arrangement does not matter. Here $\delta=3$, and the difference is $0.25\times9/2.5=0.9$. In the opposite limit, $k_s\to\infty$, $k_\parallel$ grows without bound while $k_\perp$ stops at $1/(1-f)=2$.

**Numbers for a capacitor**

Take a 20 nm gap at 0.70 V, filled with 5 nm layers, two of solid and two of air when they lie flat. The mean field is $0.70\ \text{V}/20\ \text{nm}=0.35$ MV/cm.

With flat layers, and before charge has had time to leak through the solid, the field is $0.4\times0.35=0.14$ MV/cm in the solid and $1.6\times0.35=0.56$ MV/cm in air. An electron's potential energy changes by 0.07 eV across each solid layer and 0.28 eV across each air layer, and $2(0.07+0.28)=0.70$ eV, as it must. In SI form the bound charge on a solid face is $\varepsilon_0(k_s-1)E_s=0.037$ µC/cm².

The capacitance per area, $\varepsilon_0k/d$ with $d$ the gap, is 0.71 fF/µm² for flat layers and 1.11 fF/µm² for upright ones. Turning the layers raises it by a factor $2.5/1.6=1.56$, with the gap, the materials and the amount of solid held fixed.

**How this compares with real insulation**

The values are roughly those of silicon dioxide with air gaps between the metal lines of a chip, although regular 5 nm layers are an idealization. These are some of the departures, most of them sized for the same example:

- **Supports.** Air layers need something to hold them open. Solid walls 1 nm thick, repeated every 10 nm across the air layers, raise the solid fraction to 0.55 and $k_\perp$ from 1.6 to about 1.9. The same extra solid added to the layers would give 1.7, so most of the rise comes from the arrangement.
- **Moisture.** Suppose a 0.3 nm water film replaces air on each solid face, with the bulk value $k\approx80$ as a rough stand-in. Then $k_\perp$ becomes 1.77, but $k_\parallel$ becomes 7.2. This illustrates the effect and is neither a prediction nor a bound: the upright result grows with the film's thickness and with its in-plane permittivity, which can differ from the bulk value. The flat result depends on the out-of-plane permittivity instead, and would be 1.68 if that were only 2. It does show that the upright result can be far more sensitive to moisture.
- **Leakage.** For a rough solid resistivity of $10^{14}$ ohm cm, $k_\perp$ is still 1.60 at 1 GHz. Charge collects on the solid's faces with a time constant $\varepsilon_0(k_s+1)\rho\approx44$ s for these equal layers, where $\rho$ is the resistivity. Under a steady voltage the flat-layer fields given above therefore start to change within seconds. If no solid bridges the air layers, after several minutes the field in the solid is nearly zero and the air carries 0.70 MV/cm. Supports of the same leaky solid would instead carry a steady current. With the 1 nm walls above, the mean field would settle near 0.05 MV/cm in the solid layers and 0.66 MV/cm in the air between the walls. The walls themselves carry a little over 0.5 MV/cm, so the whole air layer averages 0.65 MV/cm and the voltage drops still add up to 0.70 V. Without such bridges, at $10^{-6}$ Hz there is likewise time for the charge to cancel the field inside the solid. The solid then acts as a conductor, and $k_\perp$ rises to the limit 2.0 found above. Its agreement with the stretched-lattice value is a coincidence of $k_s=4$.
- **Atomic structure.** With 20 atomic planes per layer, the dipole sums give 1.598 and 2.506, so treating the layers as continuous is adequate for this point-dipole model, in which surface atoms polarize like those in the bulk. Real surface atoms may not: a 30% change in the polarizability of the outermost planes would shift the upright result by up to about 6%.
- **High fields.** The field in the upright solid is about 30 times below a rough breakdown field of 10 MV/cm. An electron can gain at most 0.7 eV from the applied voltage, against roughly 12 eV to ionize the gas. The estimated tunnelling factor through one air layer, for a 4.5 eV barrier without image-force lowering, is roughly $10^{-46}$. Including that lowering would raise it by roughly two to five powers of ten, depending on the materials beside the air, which leaves it negligible.
- **Edges.** For plates 10 µm wide, the gap is 0.002 of the width, so edge regions are a small part of the capacitor. Chip lines can be about as tall as their spacing. The flat-plate capacitances do not apply to them, and I have not estimated that correction.

The numerical output below lists the main values used here.

## Computed values

```
k of solid, k of air: 4.0, 1.0
solid volume fraction: 0.50
k across layers: 1.600
k along layers: 2.500
k of evenly diluted cubic lattice: 2.000
k at 45 degrees, formula: 2.050
k at 45 degrees, solver: 2.050
sideways D / E0 at 45 degrees, solver: -0.450
density factor 4 pi n alpha: 0.750
local field / E0, across: 0.800
local field / E0, diluted: 1.333
local field / E0, along: 2.000
dipole sum k, 200 planes, across: 1.5998
dipole sum k, 200 planes, along: 2.5006
dipole sum k, diluted: 2.0000
random mixtures, lowest k: 1.840
random mixtures, highest k: 2.159
gap, layer thickness: 20.0, 5.0 nm
voltage: 0.70 V
mean field: 0.350 MV/cm
flat layers, field in solid: 0.140 MV/cm
flat layers, field in air: 0.560 MV/cm
electron energy drop per solid layer: 0.070 eV
electron energy drop per air layer: 0.280 eV
bound charge on solid face: 0.0372 uC/cm2
capacitance, flat layers: 0.708 fF/um2
capacitance, upright layers: 1.107 fF/um2
model atomic plane spacing: 0.25 nm
atomic planes per solid layer: 20
dipole sum k at this thickness, across: 1.5982
dipole sum k at this thickness, along: 2.5061
solid fraction with support walls: 0.550
k across with support walls: 1.920
k across, same solid all in layers: 1.702
water film on each face (rough): 0.3 nm
water k (rough bulk value): 80
k across with water: 1.768
k along with water: 7.240
solid resistivity (rough): 1e+14 ohm cm
k across at 1e+09 Hz: 1.600
k across at 1e-06 Hz: 2.000
metal-to-air barrier (rough): 4.5 eV
log10 tunnelling factor, one air layer: -46.5
solid breakdown field (rough): 10 MV/cm
breakdown field / field in upright solid: 28.6
gas ionization energy (rough): 12 eV
largest electron energy gain / ionization energy: 0.058
electrode width: 10 um
gap / electrode width: 0.0020
```
